\section*{Conformal Film in a V-Shaped Groove: Geometry and Front Tracking}

\section*{Question}

A long groove has two straight walls that meet in a perfectly sharp line, the apex. Each wall makes the half-angle $\alpha=5^\circ$ with the vertical symmetry plane. The groove is $H=100$ nm deep and opens into flat, horizontal surfaces. Atomic layer deposition adds a perfectly conformal film of thickness $t=1$ nm in ten equal cycles.

In the cross-section, $x$ is horizontal, $z$ points upward and the original apex is the origin. The walls are $x=\pm z\tan\alpha$ for $0\le z\le H$. ``Perfectly conformal'' means that the film fills every gas-side point whose shortest distance to the original surface is at most $t$. This is what growth at equal speed along the local normal produces if a place already filled cannot be filled again.

\section*{Part (a): the new apex}

\paragraph{Question.} Find the height of the film's apex, and explain why it differs from the film thickness.

\paragraph{Model answer.} A point on the right wall at distance $s$ from the apex is $(s\sin\alpha,\,s\cos\alpha)$. Its distance $d$ from the axis point $(0,z)$ obeys
\begin{align}
d^2&=s^2\sin^2\alpha+(z-s\cos\alpha)^2\\
&=s^2-2sz\cos\alpha+z^2\\
&=(s-z\cos\alpha)^2+z^2\sin^2\alpha .
\end{align}
The second line uses $\sin^2\alpha+\cos^2\alpha=1$; the third completes the square. The first term vanishes at $s=z\cos\alpha$, the foot of the perpendicular. If that foot lies on the wall, the shortest distance is $z\sin\alpha$. The left wall gives the same value by symmetry. The film surface on the axis is where this distance equals $t$:
\begin{equation}
z_{\rm a}=\frac{t}{\sin\alpha}=\frac{1\ \mathrm{nm}}{0.087156}=11.47\ \mathrm{nm}.
\label{apex}
\end{equation}
The apex therefore rises by about 11.5 nm.

The same result follows from the moving walls. Away from the axis, the distance to the nearer wall is $z\sin\alpha-|x|\cos\alpha$, so the film surface satisfies
\begin{equation}
|x|=z\tan\alpha-\frac{t}{\cos\alpha}.
\end{equation}
Each wall has moved horizontally by $t/\cos\alpha$, hardly more than $t$. The gap, however, widens very slowly with height, and one must climb to $z=t/\sin\alpha$ before it can hold both films. The apex is the meeting place of two surfaces, not a piece of material moving at the growth speed. As $\alpha\to90^\circ$ the groove becomes a flat surface and the rise tends to $t$.

\section*{Part (b): when the groove closes}

\paragraph{Question.} How much of each original wall no longer faces an open part of the groove? Up to what thickness does the result of part (a) hold, and what replaces it?

\paragraph{Model answer.} The perpendicular from the new apex meets the wall at
\begin{equation}
s_{\rm a}=z_{\rm a}\cos\alpha=t\cot\alpha=11.43\ \mathrm{nm}.
\end{equation}
Film growing from wall points below this foot has run into film from the other side. The foot must lie on a wall of length $H/\cos\alpha$, so
\begin{equation}
t\cot\alpha\le\frac{H}{\cos\alpha}
\quad\Longrightarrow\quad
t\le t_{\rm c}=\frac{H\tan\alpha}{\cos\alpha}=8.78\ \mathrm{nm}.
\end{equation}
The 1 nm film is well inside this range.

For $t>t_{\rm c}$ the nearest surface point is a rim, at $(\pm H\tan\alpha,H)$. Points on the flat top have the same height but lie farther from the axis. Hence
\begin{equation}
t^2=(H\tan\alpha)^2+(z-H)^2,
\qquad
z=H+\sqrt{t^2-H^2\tan^2\alpha}.
\end{equation}
The positive root is needed because the axis surface is now above the rims. At $t=t_{\rm c}$ the square root is
\begin{equation}
H\tan\alpha\sqrt{\frac{1}{\cos^2\alpha}-1}=H\tan^2\alpha ,
\end{equation}
so $z=H(1+\tan^2\alpha)=H/\cos^2\alpha$. Equation (\ref{apex}) gives the same height there, and the two laws join continuously. For much thicker films the dip below the flat film at $H+t$ is
\begin{equation}
t-\sqrt{t^2-H^2\tan^2\alpha}\simeq\frac{H^2\tan^2\alpha}{2t},
\end{equation}
which fades as the film thickens.

\section*{Part (c): an area balance}

\paragraph{Question.} Include 20 nm of flat surface on each side. Find the cross-sectional area of the film for $t\le t_{\rm c}$, as a check on a numerical front.

\paragraph{Model answer.} The initial profile length is
\begin{equation}
L_0=2(20\ \mathrm{nm})+\frac{2H}{\cos\alpha}=240.764\ \mathrm{nm}.
\end{equation}
Place a strip of thickness $t$ on every straight piece; the strips have total area $tL_0$. Two corrections are needed.

At the apex, each wall strip crosses the axis. The part beyond the axis is a right triangle with legs $t$ and $t\cot\alpha$. It is not valid film from that wall: it lies either in film already counted from the other wall or in the original solid. Removing both triangles subtracts $2\times\frac12t^2\cot\alpha$.

At each rim, the strips leave an empty wedge. The normals of the flat top and the wall differ by the angle $\pi/2-\alpha$, so the wedge is filled by a circular sector of area $\frac12t^2(\pi/2-\alpha)$. With two rims,
\begin{equation}
A=tL_0-t^2\cot\alpha+t^2\left(\frac{\pi}{2}-\alpha\right).
\label{area}
\end{equation}
For 1 nm this is
\begin{equation}
A=(240.764-11.430+1.484)\ \mathrm{nm^2}\simeq230.82\ \mathrm{nm^2}.
\end{equation}

\section*{Part (d): front tracking}

\paragraph{Question.} Design a front-tracking code that reproduces part (a). Show what happens if crossed pieces of the front are retained, and check the corrected code.

\paragraph{Model answer.} Store the surface as an ordered chain of markers $\mathbf p_k$, from left to right. For a segment with unit tangent $(\tau_x,\tau_z)$, the gas-side normal is $\mathbf n=(-\tau_z,\tau_x)$. In each cycle of thickness $\delta$, carry out these operations.

\begin{enumerate}
\item At a nearly straight joint (here, a turn below $15^\circ$), move the marker to the intersection of the two shifted segment lines. Its displacement $\mathbf q$ must satisfy $\mathbf q\cdot\mathbf n_1=\mathbf q\cdot\mathbf n_2=\delta$. This is solved by
\begin{equation}
\mathbf q=\delta\,\frac{\mathbf n_1+\mathbf n_2}{1+\mathbf n_1\cdot\mathbf n_2},
\end{equation}
because $(\mathbf n_1+\mathbf n_2)\cdot\mathbf n_1=1+\mathbf n_1\cdot\mathbf n_2$, and likewise for $\mathbf n_2$. At the two ends of the chain, use the normal of the end segment.
\item At a sharp convex corner, replace the marker by a fan of points at distance $\delta$, with angular steps of at most $5^\circ$.
\item At a sharp concave corner, insert both $\mathbf p+\delta\mathbf n_1$ and $\mathbf p+\delta\mathbf n_2$. This deliberately leaves a loop.
\item Find crossings between non-neighbouring segments. Follow the chain from the left; at a crossing, insert the crossing point, jump to the later segment and continue. Merge coincident markers.
\end{enumerate}

For segments $\mathbf p_i+s\mathbf d_i$ and $\mathbf p_j+u\mathbf d_j$, define $\mathbf a\times\mathbf b=a_xb_z-a_zb_x$. Equating the two points and taking the product first with $\mathbf d_j$, then with $\mathbf d_i$, gives
\begin{equation}
s=\frac{(\mathbf p_j-\mathbf p_i)\times\mathbf d_j}{\mathbf d_i\times\mathbf d_j},
\qquad
u=\frac{(\mathbf p_j-\mathbf p_i)\times\mathbf d_i}{\mathbf d_i\times\mathbf d_j}.
\end{equation}
They cross if $0\le s\le1$ and $0\le u\le1$. Parallel pairs are skipped.

The loop is easy to see in one 1 nm step. The left and right wall normals are $(\cos\alpha,\sin\alpha)$ and $(-\cos\alpha,\sin\alpha)$. The two copies of the old apex therefore land at $(\pm t\cos\alpha,t\sin\alpha)$, each on the wrong side of the axis. The uncut chain has its lowest markers at
\begin{equation}
t\sin\alpha=0.087\ \mathrm{nm},
\end{equation}
whereas the shifted walls cross at $t/\sin\alpha$. Cutting the loop discards the markers that have been overtaken. With wall markers about 0.5 nm apart, the net loss in this single step is 45 markers.

After cutting, the surface is again a sharp V with the same half-angle. Every further cycle raises its apex by $\delta/\sin\alpha$. Thus $m$ cycles give
\begin{equation}
z_m=\frac{m\delta}{\sin\alpha}.
\end{equation}
For $\delta=0.1$ nm, the tracked heights are 1.147 nm after one cycle, 2.295 nm after two, 5.737 nm after five and 11.474 nm after ten. For straight walls the apex height has no time-step error apart from rounding.

An independent calculation finds the axis point whose shortest distance to the original segments is 1 nm, without moving a front. It also gives 11.474 nm. The two methods were compared for grooves 40 nm deep, half-angles of $5^\circ$, $10^\circ$, $30^\circ$ and $45^\circ$, maximum marker spacings of 0.31 and 0.5 nm, and 1, 7 and 10 steps. Their largest difference was $1.1\times10^{-12}$ nm.

The tracked film area for the 100 nm groove is 230.818 nm$^2$, against 230.817 nm$^2$ from (\ref{area}). This checks the total area, including the contribution of the rims, where short straight segments approximate the circular arcs. It does not check each point of the front separately, because local errors of opposite sign could cancel.

\section*{Part (e): sensitivity}

\paragraph{Question.} How do small errors in film thickness and half-angle affect the apex?

\paragraph{Model answer.} Differentiating (\ref{apex}) gives
\begin{equation}
\frac{\partial z_{\rm a}}{\partial t}=\frac{1}{\sin\alpha}=11.47,
\qquad
\frac{\partial z_{\rm a}}{\partial\alpha}
=-\frac{t\cos\alpha}{\sin^2\alpha}.
\end{equation}
The angular derivative is per radian; multiplication by $\pi/180$ gives $-2.29$ nm per degree.

At fixed angle, an extra 0.05 nm of film raises the apex by 0.57 nm. At fixed thickness, a half-angle of $4.5^\circ$ gives 12.75 nm and $5.5^\circ$ gives 10.43 nm. The upward change is larger because $1/\sin\alpha$ steepens as the groove narrows. An apex height quoted to hundredths of a nanometre describes the ideal geometry, not a realistic accuracy.

\section*{Part (f): a rounded bottom}

\paragraph{Question.} Replace the sharp apex by a circular arc of radius $R$, tangent to both walls. Keep the wall lines and the opening fixed. By how much does the lowest point of the surface now rise? Assume that the groove has not closed.

\paragraph{Model answer.} The circle's centre is at distance $R$ from both wall lines, hence at height $R/\sin\alpha$. The initial lowest point is at
\begin{equation}
z_0=\frac{R}{\sin\alpha}-R.
\end{equation}

First take $t\le R$. An axis point a distance $q$ below the centre, with $0\le q\le R$, is at distance $R-q$ from the bottom of the arc. No other point of the circle is nearer, and the tangent walls lie outside the circle. Setting $R-q=t$ shows that the bottom rises by $t$; the film surface is an arc of radius $R-t$.

For $t>R$ the arc has shrunk away and the shifted walls meet. To confirm that they control the distance, take an axis point a height $q$ above the centre. Its distance to a wall is $R+q\sin\alpha$. The nearest arc points are the tangent points, for which
\begin{equation}
d^2=R^2+q^2+2Rq\sin\alpha\ge(R+q\sin\alpha)^2 .
\end{equation}
The arc is therefore no nearer than the walls, and the new apex is at $t/\sin\alpha$. Subtracting $z_0$ gives
\begin{equation}
\Delta z=
\begin{cases}
t, & t\le R,\\[2pt]
R+\dfrac{t-R}{\sin\alpha}, & t>R.
\end{cases}
\label{rounded}
\end{equation}

For $R=0.5$ nm, a 1 nm film gives
\begin{equation}
\Delta z=0.5+0.5\times11.474=6.24\ \mathrm{nm}.
\end{equation}
For $R=5$ nm the rise is 1.00 nm. A rise close to the sharp-groove value thus requires a bottom radius much smaller than the film thickness. To lose no more than 10\% of the sharp-groove rise, one needs
\begin{equation}
R\left(\frac{1}{\sin\alpha}-1\right)\le0.1\frac{t}{\sin\alpha},
\qquad
R\le\frac{1.147}{10.474}\ \mathrm{nm}\simeq0.11\ \mathrm{nm}.
\end{equation}
This is an atomic length, at which a smooth continuous surface is no longer a sound description.

\section*{Part (g): molecules and a real process}

\paragraph{Question.} Treat the precursor as a hard sphere of radius $r=0.3$ nm and stop growth wherever it cannot touch the wall. What forms in the initially sharp groove? Then judge the ideal result for aluminium oxide deposition at 473 K and 0.10 Torr precursor pressure.

\paragraph{Model answer.} The lowest sphere has its centre at $r/\sin\alpha$. It touches each wall at distance $r\cot\alpha$ from the apex, so the contact height is
\begin{equation}
h_0=r\cot\alpha\cos\alpha=\frac{r\cos^2\alpha}{\sin\alpha}=3.42\ \mathrm{nm}.
\end{equation}
Below it, this model permits no growth. When the thickness on the accessible walls is $y$, their extrapolated apex is at $y/\sin\alpha$ and the contact is at
\begin{equation}
h=\frac{y+r\cos^2\alpha}{\sin\alpha}.
\end{equation}
Hence $y=h\sin\alpha-r\cos^2\alpha$ when the contact passes height $h$. The half-gap left there is
\begin{align}
h\tan\alpha-\frac{y}{\cos\alpha}
&=h\tan\alpha-h\tan\alpha+r\cos\alpha\\
&=r\cos\alpha .
\end{align}
It is independent of $h$. In the limit of continuous growth (very many, very thin cycles) the film therefore leaves a parallel-sided seam of width $2r\cos\alpha=0.60$ nm, slightly narrower than the sphere. With whole cycles of thickness $\delta$ the contact jumps by $\delta/\sin\alpha$ per cycle, and the seam becomes a sawtooth: just above each old contact its width is $2r\cos\alpha-2\delta/\cos\alpha$, and it widens to $2r\cos\alpha$ at the next contact. For ten cycles of 0.1 nm the width varies between about 0.40 and 0.60 nm with a period of 1.15 nm. After 1 nm of growth the seam extends from 3.42 to 14.89 nm. The straight film walls still extrapolate to 11.47 nm, but no solid apex exists there. Real molecules are not hard spheres, and water, the second reactant, has a different size; the seam is a result of this simple model.

The conditions resemble deposition from trimethylaluminium and water, for which 0.1 nm per cycle is a rough typical growth rate. A steady rate from the first cycle is an idealization. The perfectly sharp bottom is another idealization: a real groove may have a rounded or flat bottom. With an illustrative radius of 5 nm, equation (\ref{rounded}) lowers the predicted rise from 11.47 to 1.00 nm. At fixed opening and wall angle, this rounding also reduces the initial depth from 100 to about 48 nm.

Precursor supply can be bounded as well. For a rough oxide density of $\rho=3.0$ g/cm$^3$ and molar mass $M=101.96$ g/mol, each cycle deposits
\begin{equation}
N=\frac{2\rho N_{\rm A}\delta}{M}=3.54\ \mathrm{Al\ atoms/nm^2};
\end{equation}
the factor 2 counts the aluminium atoms in Al$_2$O$_3$. Kinetic theory gives the flux through the opening, for a molecule of mass $m$ (72.09 g/mol):
\begin{equation}
J=\frac{P}{\sqrt{2\pi m k_{\rm B}T}}
=1.90\times10^5\ \mathrm{nm^{-2}\,s^{-1}}.
\end{equation}
The walls are $1/\sin\alpha=11.47$ times longer than the opening. Even if every entering molecule stays and supplies one aluminium atom, the first cycle needs at least
\begin{equation}
\frac{N}{J\sin\alpha}
=\frac{3.54\times11.47}{1.90\times10^5}\ \mathrm{s}
\simeq0.21\ \mathrm{ms}.
\end{equation}
A 100 ms pulse exceeds this lower bound by a factor of several hundred. Total supply is then not the obstacle, but this does not prove that the bottom saturates: molecules may leave without reacting, and the reaction probability has not been included.

The 11.5 nm rise is therefore a sound benchmark for a front-tracking code. As a forecast for a real groove it needs a measured bottom shape and evidence that the precursor reaches the apex. The numerical output below lists the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
Half-angle: 5.0 degrees
Groove depth: 100.0 nm
Groove opening: 17.50 nm
Film thickness: 1.00 nm
Number of cycles: 10
Growth per cycle: 0.10 nm
sin(half-angle): 0.087156
Apex from formula: 11.4737 nm
Apex from distance: 11.4737 nm
Apex from front tracking: 11.4737 nm
Tracked apex after cycle 1: 1.1474 nm
Tracked apex after cycle 2: 2.2947 nm
Tracked apex after cycle 5: 5.7369 nm
Tracked apex after cycle 10: 11.4737 nm
Largest tracking error in tests: 1.1e-12 nm
Lowest unclipped marker: 0.0872 nm
Net markers removed in one 1 nm step: 45
Wall length consumed per side: 11.430 nm
Initial profile length with flats: 240.764 nm
Deposited area, tracked: 230.818 nm^2
Deposited area, formula: 230.817 nm^2
Wall-law limiting thickness: 8.782 nm
Apex rise per film thickness: 11.474 nm/nm
Apex change for +0.05 nm film: 0.574 nm
Apex slope with angle: -2.289 nm/degree
Apex at 4.5 degrees: 12.745 nm
Apex at 5.5 degrees: 10.433 nm
Rise for 0.5 nm bottom radius: 6.237 nm
Rise for 5 nm bottom radius: 1.000 nm
Rough precursor radius: 0.30 nm
First hard-sphere contact height: 3.42 nm
Final hard-sphere contact height: 14.89 nm
Hard-sphere seam width: 0.60 nm
Extrapolated film-wall apex: 11.474 nm
Temperature: 473 K
Precursor pressure: 0.10 Torr
Precursor molar mass: 72.09 g/mol
Rough oxide density: 3.0 g/cm^3
Oxide molar mass: 101.96 g/mol
Aluminium uptake per cycle: 3.54 atoms/nm^2
Precursor flux: 1.902e+05 molecules/(nm^2 s)
Wall-to-opening length ratio: 11.474
Minimum supply time: 0.214 ms
Comparison pulse length: 100 ms
\end{verbatim}
